# Local pseudopotentials for s and p states in sodium, aluminium and carbon: test program

```python
"""Why local pseudopotentials suit Na and Al but not C.
All-electron (AE) LDA atoms (sinc grid in x = ln r), Troullier-Martins s and p
potentials, dV = V_s - V_p. Tested by independent roads: radial and Hartree
solvers, virial theorem, recovery of AE levels by finite differences,
D_sp = hbar^2/m <r^-2>_sp - (e_p - e_s), S*D_sp = I_PS - I_AE, Hellmann-Feynman
slopes, variational bounds, the local-potential splitting rule, the ordering.
Internal units: a0 = hbar^2/(m e^2), E_h = e^2/a0."""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import sici
from scipy.interpolate import make_interp_spline
from scipy.optimize import brentq
from pyscf.dft import libxc

e_cgs, hb_cgs, m_cgs = sc.e*sc.c*10, sc.hbar*1e7, sc.m_e*1e3
a0_cm = hb_cgs**2/(m_cgs*e_cgs**2)
EV = e_cgs**2/a0_cm*1e-7/sc.e
assert abs(EV/sc.physical_constants['Hartree energy in eV'][0]-1) < 1e-7
print(f"a0 = {a0_cm:.6e} cm, e^2/a0 = hbar^2/(m a0^2) = {EV:.5f} eV")

# exact cases of the local rule: splitting = <r^-2>_sp
q = sp.symbols('q', positive=True)
for prod, split in ((q**3*sp.exp(-q**2), 1), (q**3*sp.exp(-3*q/2), sp.Rational(3, 8))):
    ratio = sp.integrate(prod/q**2, (q, 0, sp.oo))/sp.integrate(prod, (q, 0, sp.oo))
    assert sp.simplify(ratio-split) == 0
print("local rule exact: oscillator 1 hbar*omega, hydrogen 1s-2p 3/8 e^2/a0")

# sinc grid, u = sqrt(r) chi
h = 0.085
x = np.log(80.0) - h*np.arange(323)[::-1]
r, N = np.exp(x), len(x)
d = np.arange(N)[:, None] - np.arange(N)[None, :]
T = np.where(d == 0, np.pi**2/6, (-1.0)**np.abs(d)/np.where(d == 0, 1, d)**2)/h**2
CUM = h*(0.5 + sici(np.pi*d)[0]/np.pi)      # cumulative integral in x
B = np.diag(r**2)

def radial(rV, l, nst, Z):
    A = T + np.diag((l+0.5)**2/2 + r*rV)
    v = eigh(B, A + (Z*Z+10)*B, subset_by_index=[N-nst, N-1])[1][:, ::-1]
    v = v/np.sqrt(h*(r**2) @ v**2)
    return h*np.sum(v*(A @ v), axis=0), v

def r_hartree(rho):
    return CUM @ (rho*r) + r*(h*rho.sum() - CUM @ rho)

for l in (0, 1):
    ee, vv = radial(-6.0*np.ones(N), l, 3, 6)
    assert np.allclose(ee, -18.0/np.arange(l+1, l+4)**2, rtol=1e-6)
assert np.max(abs(r_hartree(4*r**2*np.exp(-2*r)) - (1-(1+r)*np.exp(-2*r)))) < 1e-7

def atom(Z, occ):
    rV = np.minimum(-Z/(1+0.53625*r*Z**(1/3)/0.8853)**2, -1.0)
    X, F, w = [], [], np.exp(-r/5)
    for it in range(200):
        sol = [radial(rV, l, len(occ[l]), Z) for l in (0, 1)]
        rho = sum(r*(sol[l][1]**2 @ np.array(occ[l], float)) for l in (0, 1))
        exc, vxc = libxc.eval_xc('LDA,VWN', rho/(4*np.pi*r**2), spin=0, deriv=1)[:2]
        vx, rVH = np.asarray(vxc[0]).ravel(), r_hartree(rho)
        res = -Z + rVH + r*vx - rV
        if np.max(abs(res*w)) < 1e-8:
            break
        X, F = (X+[rV])[-6:], (F+[res])[-6:]
        if it >= 3:                          # Pulay mixing
            dX, dF = np.array(X[:-1])-rV, np.array(F[:-1])-res
            c = np.linalg.lstsq((dF*w).T, -res*w, rcond=1e-10)[0]
            rV, res = rV + c @ dX, res + c @ dF
        rV = rV + 0.4*res
    assert it < 199
    kin = sum(sol[l][0] @ np.array(occ[l], float) for l in (0, 1)) - h*rho @ rV
    vir = 2*kin - Z*h*rho.sum() + 0.5*h*rho @ rVH + 3*h*(rho*r) @ (vx-exc)
    assert abs(vir)/kin < 1e-6
    chi = [sol[l][1][:, -1] for l in (0, 1)]
    chi = [c*np.sign(c[np.argmax(abs(c)*np.sqrt(r))]) for c in chi]
    return dict(eps=[sol[0][0][-1], sol[1][0][-1]], chi=chi,
                g=make_interp_spline(x, rV, k=5))

def u_ae(chi, rr):
    """AE orbital and its r-derivative by sinc interpolation."""
    rr = np.atleast_1d(rr)
    s = (np.log(rr)[:, None] - x[None, :])/h
    S, small = np.sinc(s), abs(s) < 1e-7
    dS = np.where(small, 0.0, (np.cos(np.pi*s)-S)/np.where(small, 1.0, s))/h
    return np.sqrt(rr)*(S @ chi), (0.5*(S @ chi) + dS @ chi)/np.sqrt(rr)

def gauss(a, b, n, log=False):
    t, w = leggauss(n)
    if log:
        a, b = np.log(a), np.log(b)
    y, w = 0.5*(b-a)*t + 0.5*(a+b), 0.5*(b-a)*w
    return (np.exp(y), w*np.exp(y)) if log else (y, w)

def troullier_martins(at, l, rc, norm_in):
    u, du = [z[0] for z in u_ae(at['chi'][l], rc)]
    g0, g1, g2 = [float(at['g'](np.log(rc), nu=k)) for k in range(3)]
    V, V1, V2 = g0/rc, (g1-g0)/rc**2, (g2-3*g1+2*g0)/rc**3
    L, eps = l+1, at['eps'][l]
    p1 = du/u - L/rc
    p2 = 2*(V-eps) - 2*L*p1/rc - p1**2
    p3 = 2*V1 + 2*L*p1/rc**2 - 2*L*p2/rc - 2*p1*p2
    p4 = 2*V2 - 4*L*p1/rc**3 + 4*L*p2/rc**2 - 2*L*p3/rc - 2*p2**2 - 2*p1*p3
    tgt = np.array([np.log(u/rc**L), p1, p2, p3, p4])*rc**np.arange(5)
    k = np.arange(0, 13, 2)
    M = np.array([[np.prod(kk-np.arange(m)) for kk in k] for m in range(5)], float)
    t, w = gauss(0, 1, 60)
    tk = t[:, None]**k
    def coef(a2):
        a4 = -a2**2/(2*l+5)
        y = np.linalg.solve(M[:, [0, 3, 4, 5, 6]], tgt - a2*M[:, 1] - a4*M[:, 2])
        return np.array([y[0], a2, a4, *y[1:]])
    def f(a2):
        pw = np.clip(2*tk @ coef(a2), -300, 300)
        return np.log(rc**(2*L+1)*(w @ (t**(2*L)*np.exp(pw)))/norm_in)
    grid = np.linspace(-12, 12, 241)
    fv = np.array([f(a) for a in grid])
    roots = [brentq(f, grid[i], grid[i+1], xtol=1e-13)
             for i in np.nonzero(fv[:-1]*fv[1:] < 0)[0]]
    c = np.zeros(13)
    c[::2] = coef(min(roots, key=abs))/rc**k
    p = Polynomial(c)
    dp = p.deriv()
    Vin = eps + L*Polynomial(dp.coef[1:]) + 0.5*(dp.deriv() + dp*dp)
    return (lambda z: z**L*np.exp(p(z))), Vin

def wronskian(at, z):
    (s, ds), (p, dp) = u_ae(at['chi'][0], z), u_ae(at['chi'][1], z)
    return (dp*s - p*ds)[0]

def analyse(at, rc, full):
    es, ep = at['eps']
    de = ep - es
    ri, wi = gauss(0, rc, 80)
    ro, wo = gauss(rc, 78.0, 200, log=True)
    ra, wa = gauss(1e-6, rc, 300, log=True)
    so, po = [u_ae(c, ro)[0] for c in at['chi']]
    o = dict(qs=1-wo @ so**2, qp=1-wo @ po**2, de=de)
    us, Vs = troullier_martins(at, 0, rc, o['qs'])
    up, Vp = troullier_martins(at, 1, rc, o['qp'])
    si, pi_, dV = us(ri), up(ri), Vs(ri)-Vp(ri)
    S = wi @ (si*pi_) + wo @ (so*po)
    o.update(S=S, Dsp=wi @ (si*pi_*dV)/S, Ds=wi @ (si*si*dV), Dp=wi @ (pi_*pi_*dV),
             r2=(wi @ (si*pi_/ri**2) + wo @ (so*po/ro**2))/S, V0=(Vs(0.0), Vp(0.0)))
    assert abs(o['Dsp'] - (o['r2']-de)) < 2e-5            # step 4
    o['Ips'] = wi @ (si*pi_*(1/ri**2-de))/S
    o['Iae'] = wa @ (u_ae(at['chi'][0], ra)[0]*u_ae(at['chi'][1], ra)[0]*(1/ra**2-de))/S
    assert abs(o['Dsp'] - (o['Ips']-o['Iae'])) < 2e-5     # step 5
    assert abs(o['Iae'] - wronskian(at, rc)/(2*S)) < 2e-5
    if not full:
        return o
    grids = []
    for hh in (0.01, 0.005):                              # independent solver
        z = hh*np.arange(1, int(round(70/hh)))
        ins, zc, Vae = z < rc, np.minimum(z, rc), at['g'](np.log(z))/z
        grids.append((hh, z, np.where(ins, Vs(zc), Vae), np.where(ins, Vp(zc), Vae)))
    def solve(G, l, a, vec=False):
        hh, z, vs, vp = G
        return eigh_tridiagonal(1/hh**2 + l*(l+1)/(2*z*z) + vp + a*(vs-vp),
                                -0.5/hh**2*np.ones(len(z)-1), eigvals_only=not vec,
                                select='i', select_range=(0, 0))
    def level(l, a):                                      # Richardson in step^2
        return (4*solve(grids[1], l, a)[0] - solve(grids[0], l, a)[0])/3
    assert abs(level(0, 1)-es) < 2e-5 and abs(level(1, 0)-ep) < 2e-5
    for l, a, D in ((0, 1, o['Ds']), (1, 0, o['Dp'])):    # Hellmann-Feynman
        slope = (level(l, a+1e-3)-level(l, a-1e-3))/2e-3
        assert abs(slope-D) < 2e-5 + 1e-4*abs(D)
    o.update(sVp=level(0, 0), pVs=level(1, 1), sh=level(0, .5), ph=level(1, .5))
    assert o['sVp']-es <= -o['Ds']+2e-5 and o['pVs']-ep <= o['Dp']+2e-5
    z = grids[0][1]                                       # local rule inside V_p
    pr = solve(grids[0], 0, 0, True)[1][:, 0]*np.where(
        z < rc, up(np.minimum(z, rc)), u_ae(at['chi'][1], z)[0])
    o['r2loc'] = (pr/z**2).sum()/pr.sum()
    assert abs(o['r2loc']/(ep-o['sVp'])-1) < 1e-3         # O(step^2) eigenvector
    zz, nodes = np.geomspace(0.01, 8, 600), []
    for c in at['chi']:
        y = u_ae(c, zz)[0]
        nodes.append([brentq(lambda t: u_ae(c, t)[0][0], zz[i], zz[i+1])
                      for i in np.nonzero(y[:-1]*y[1:] < 0)[0]])
    last, rstar = max(nodes[0]+nodes[1]), de**-0.5
    assert wronskian(at, rstar) > 0
    o.update(nodes=nodes, rstar=rstar, lobe=wronskian(at, nodes[0][0])/(2*S), r0=None)
    if wronskian(at, last) < 0:
        o['r0'] = brentq(lambda t: wronskian(at, t), last, rstar)
    return o

def lev(e):
    return f"{e*EV:.3f} eV" if e < 0 else "unbound"

setup = {'Na': (11, ([2, 2, 1], [6, 0]), 2.8, (2.5, 3.1)),
         'Al': (13, ([2, 2, 2], [6, 1]), 2.2, (1.9, 2.5)),
         'C': (6, ([2, 2], [2]), 1.5, (1.3, 1.7)),
         'Mg': (12, ([2, 2, 2], [6, 0]), 2.5, ()), 'B': (5, ([2, 2], [1]), 1.7, ())}
out, allD = {}, {}
for name, (Z, occ, rc, more) in setup.items():
    at = atom(Z, occ)
    o = out[name] = analyse(at, rc, True)
    assert [len(n) for n in o['nodes']] == [len(occ[0])-1, len(occ[1])-1]
    print(f"{name}: rc={rc} a0, e_s={lev(at['eps'][0])}, e_p={lev(at['eps'][1])},"
          f" split={o['de']*EV:.3f} eV")
    print(f" <r^-2>_sp={o['r2']:.4f} a0^-2 -> {o['r2']*EV:.3f} eV, eta={o['Dsp']/o['de']:.3f}")
    print(f" D_sp={o['Dsp']*EV:.3f}, D_s={o['Ds']*EV:.3f}, D_p={o['Dp']*EV:.3f} eV")
    allD[name] = [(o['Dsp'], o['Dsp']/o['de'])]
    if not more:
        continue
    r0 = "none" if o['r0'] is None else f"{o['r0']:.3f} a0"
    print(f" nodes s={np.round(o['nodes'][0], 3)}, p={np.round(o['nodes'][1], 3)} a0")
    print(f" r*={o['rstar']:.3f} a0, r0={r0}, S={o['S']:.4f}")
    print(f" norm inside rc: s={o['qs']:.4f}, p={o['qp']:.4f}")
    print(f" screened V_s(0)={o['V0'][0]*EV:.2f}, V_p(0)={o['V0'][1]*EV:.2f},"
          f" dV(0)={(o['V0'][0]-o['V0'][1])*EV:.2f} eV")
    print(f" I_PS/S={o['Ips']*EV:.3f}, I_AE/S={o['Iae']*EV:.3f},"
          f" AE first lobe={o['lobe']*EV:.3f} eV")
    print(f" s in V_p: {lev(o['sVp'])}, shift={(o['sVp']-at['eps'][0])*EV:.3f} eV,"
          f" split={(at['eps'][1]-o['sVp'])*EV:.3f} eV")
    print(f" p in V_s: {lev(o['pVs'])}; half mix s: {lev(o['sh'])}, p: {lev(o['ph'])}")
    print(f" first-order split error, half mix={(o['Ds']+o['Dp'])/2*EV:.3f} eV")
    for rc2 in more:
        o2 = analyse(at, rc2, False)
        allD[name].append((o2['Dsp'], o2['Dsp']/o2['de']))
        print(f" rc={rc2} a0: D_sp={o2['Dsp']*EV:.3f}, D_s={o2['Ds']*EV:.3f},"
              f" D_p={o2['Dp']*EV:.3f} eV, eta={o2['Dsp']/o2['de']:.3f}")

# ordering claimed in the text
for key in ('Dsp', 'Ds', 'Dp'):
    assert out['C'][key] > 3*max(abs(out['Na'][key]), abs(out['Al'][key]))
metals = np.abs(np.array(allD['Na']+allD['Al']))
assert min(v[0] for v in allD['C']) > 3*metals[:, 0].max()
assert min(v[1] for v in allD['C']) > 2*metals[:, 1].max()
assert out['B']['Dsp'] > 3*abs(out['Mg']['Dsp'])
assert out['C']['r0'] > 2*out['C']['nodes'][0][0]
print(f"D_sp ratios: C/Al={out['C']['Dsp']/out['Al']['Dsp']:.1f},"
      f" C/Na={out['C']['Dsp']/out['Na']['Dsp']:.1f},"
      f" B/Mg={out['B']['Dsp']/out['Mg']['Dsp']:.1f}")
print("ALL CHECKS PASSED")
```

Output:

```
a0 = 5.291772e-09 cm, e^2/a0 = hbar^2/(m a0^2) = 27.21139 eV
local rule exact: oscillator 1 hbar*omega, hydrogen 1s-2p 3/8 e^2/a0
Na: rc=2.8 a0, e_s=-2.814 eV, e_p=-0.776 eV, split=2.038 eV
 <r^-2>_sp=0.0764 a0^-2 -> 2.079 eV, eta=0.020
 D_sp=0.041, D_s=0.140, D_p=0.004 eV
 nodes s=[0.195 1.037], p=[1.155] a0
 r*=3.654 a0, r0=none, S=0.8866
 norm inside rc: s=0.2376, p=0.0615
 screened V_s(0)=19.82, V_p(0)=-19.73, dV(0)=39.55 eV
 I_PS/S=0.679, I_AE/S=0.638, AE first lobe=-1.138 eV
 s in V_p: -3.867 eV, shift=-1.053 eV, split=3.092 eV
 p in V_s: -0.806 eV; half mix s: -3.000 eV, p: -0.783 eV
 first-order split error, half mix=0.072 eV
 rc=2.5 a0: D_sp=0.068, D_s=0.055, D_p=0.047 eV, eta=0.033
 rc=3.1 a0: D_sp=0.039, D_s=0.186, D_p=-0.007 eV, eta=0.019
Al: rc=2.2 a0, e_s=-7.806 eV, e_p=-2.790 eV, split=5.016 eV
 <r^-2>_sp=0.2123 a0^-2 -> 5.776 eV, eta=0.151
 D_sp=0.760, D_s=1.264, D_p=0.405 eV
 nodes s=[0.163 0.805], p=[0.818] a0
 r*=2.329 a0, r0=none, S=0.9387
 norm inside rc: s=0.4171, p=0.2083
 screened V_s(0)=26.24, V_p(0)=-21.15, dV(0)=47.39 eV
 I_PS/S=2.266, I_AE/S=1.506, AE first lobe=-4.272 eV
 s in V_p: -10.652 eV, shift=-2.846 eV, split=7.862 eV
 p in V_s: -2.567 eV; half mix s: -8.716 eV, p: -2.642 eV
 first-order split error, half mix=0.834 eV
 rc=1.9 a0: D_sp=0.771, D_s=1.121, D_p=0.474 eV, eta=0.154
 rc=2.5 a0: D_sp=0.855, D_s=1.490, D_p=0.431 eV, eta=0.170
C: rc=1.5 a0, e_s=-13.629 eV, e_p=-5.420 eV, split=8.209 eV
 <r^-2>_sp=0.8350 a0^-2 -> 22.721 eV, eta=1.768
 D_sp=14.512, D_s=13.559, D_p=15.239 eV
 nodes s=[0.379], p=[] a0
 r*=1.821 a0, r0=1.250 a0, S=0.9852
 norm inside rc: s=0.5225, p=0.4609
 screened V_s(0)=3.21, V_p(0)=-185.65, dV(0)=188.86 eV
 I_PS/S=15.405, I_AE/S=0.893, AE first lobe=-9.582 eV
 s in V_p: -66.345 eV, shift=-52.716 eV, split=60.925 eV
 p in V_s: -1.198 eV; half mix s: -27.984 eV, p: -1.913 eV
 first-order split error, half mix=14.399 eV
 rc=1.3 a0: D_sp=14.376, D_s=12.453, D_p=16.198 eV, eta=1.751
 rc=1.7 a0: D_sp=14.528, D_s=14.525, D_p=14.362 eV, eta=1.770
Mg: rc=2.5 a0, e_s=-4.774 eV, e_p=-1.380 eV, split=3.394 eV
 <r^-2>_sp=0.1344 a0^-2 -> 3.657 eV, eta=0.078
 D_sp=0.263, D_s=0.557, D_p=0.099 eV
B: rc=1.7 a0, e_s=-9.380 eV, e_p=-3.717 eV, split=5.663 eV
 <r^-2>_sp=0.5214 a0^-2 -> 14.189 eV, eta=1.506
 D_sp=8.526, D_s=7.986, D_p=8.855 eV
D_sp ratios: C/Al=19.1, C/Na=354.5, B/Mg=32.4
ALL CHECKS PASSED
```
